# Seebeck coefficient of nondegenerate holes with linear spectral conductivity, part 2

A disordered semiconductor conducts by holes in extended states below a valence mobility edge \(E_v\). The problem is its Seebeck coefficient \(S\), the open-circuit voltage of the cold side (c) relative to the hot side (h), per kelvin:

\[
S=\frac{V_c-V_h}{T_h-T_c}.
\]

An electron has charge \(-e\), with \(e>0\), and \(k\) is the Boltzmann constant. Energies are in eV and \(S\) is in µV/K. At Fermi level \(E_F\) and temperature \(T\) the occupation is

\[
f(E)=\frac{1}{e^{(E-E_F)/kT}+1}.
\]

Along the coordinate \(y\) the effective field is \(\mathcal E=-dV/dy=(1/e)\,dE_F/dy\), and without current \(\mathcal E=S\,dT/dy\). Local equilibrium is assumed, energies contribute independently, and lattice vibrations neither drag carriers nor carry part of the heat they transport.

The spectral conductivity \(\sigma(E)\) gives the conductivity

\[
\sigma=\int\sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\]

Angle brackets denote the average with weight \(\sigma(E)(-\partial f/\partial E)\), normalized by \(\sigma\). The window \(-\partial f/\partial E\) is

\[
-\frac{\partial f}{\partial E}=\frac{1}{kT}\frac{t}{(1+t)^2},
\]

with \(t=z\,e^{-x}\), \(z=e^{-\Delta/kT}\), \(\Delta=E_F-E_v\) and depth \(x=(E_v-E)/kT\). In general,

\[
S=\frac{k}{e}\left(\frac{\Delta}{kT}+\langle x\rangle\right).
\]

For \(\sigma(E)\) proportional to \((E_v-E)^s\) and \(z\ll1\), \(\langle x\rangle=s+1\). The main model is linear, \(s=1\), with constant slope \(A\).

The checks listed at 300 K use \(\Delta=0.300\) eV. The open-circuit test joined reservoirs at 300.15 K and 299.85 K. The Peltier coefficient, the heat current per unit charge current at uniform temperature, is

\[
\Pi=-\frac{\langle E-E_F\rangle}{e}=TS=\frac{\Delta+2kT}{e}.
\]

## Temperature, activation energy and a phase-change layer

The symbols carried over are these: \(E_v\) is the valence mobility edge, \(E_F\) the Fermi level, \(\Delta=E_F-E_v\), and \(A\) the slope of the spectral conductivity \(\sigma(E)=A(E_v-E)\) below the edge. The depth in units of \(kT\) is \(x\), and \(z=e^{-\Delta/kT}\). For \(z\ll1\),

\[
\sigma=A\,kT\,e^{-\Delta/kT},\qquad S=\frac{k}{e}\left(\frac{\Delta}{kT}+2\right),
\]

and in general \(S=\langle E_F-E\rangle/eT\), averaged with the weight \(\sigma(E)(-\partial f/\partial E)\).

The distance \(\Delta\) can depend on temperature, because both the band edges and the Fermi level can move on heating. Over a limited range let

\[
\Delta(T)=E_0-\gamma T,
\]

with constant \(E_0\), \(\gamma\) and \(A\). The derivation of \(S\) needs no new term. The voltmeter responds to the full gradient of \(E_F\), and the open-circuit condition was written for that gradient, whatever the mobility edge does. Substitution gives

\[
S=\frac{1}{e}\left(\frac{E_0}{T}-\gamma+2k\right).
\]

A plot of \(eS\) against \(1/T\) has the slope \(E_0\). Its intercept is \(2k-\gamma\), so the constant 2 cannot be read from such a plot unless \(\gamma\) is known.

For the conductivity write \(\beta=1/kT\). Since \(\Delta/kT=\beta E_0-\gamma/k\),

\[
\ln\sigma=\ln A-\ln\beta-\beta E_0+\frac{\gamma}{k}.
\]

The Arrhenius slope is

\[
E_\sigma=-\frac{d\ln\sigma}{d\beta}=E_0+\frac{1}{\beta}=E_0+kT .
\]

The extra \(kT\) comes from the factor \(kT\) in front of the exponential: on heating, the window reaches deeper states that conduct better. The shift \(\gamma\) changes the size of the conductivity but not its slope. Solving for \(\Delta=E_\sigma-kT-\gamma T\) and inserting it in \(S\) gives

\[
S=\frac{k}{e}\left(\frac{E_\sigma}{kT}+1-\frac{\gamma}{k}\right).
\]

So the rule that \(eS/k\) equals the activation energy divided by \(kT\), plus two, holds if the activation energy means \(\Delta\) at the temperature of measurement. If it means the Arrhenius slope, the constant is \(1-\gamma/k\).

This second constant does not depend on the power law. For \(\sigma(E)\propto(E_v-E)^s\) the conductivity is proportional to \((kT)^s e^{-\Delta/kT}\), so \(E_\sigma=E_0+s\,kT\), while the mean depth is \(s+1\). The two contributions of \(s\) cancel in \(S\) when it is expressed through \(E_\sigma\). For holes that follow a pure power law with a coefficient independent of temperature, the power shows itself in the difference between the two slopes, which is \(E_\sigma-E_0=s\,kT\). Both this difference and the constant \(1-\gamma/k\) rest on those conditions. A coefficient that falls as \(1/T\) removes one \(kT\) from the difference, and a mobility activated by an energy \(W\) adds \(W\) to it. The hopping tail and the bent law introduced below change it from \(kT\) to about \(1.7\,kT\) and \(0.8\,kT\) at 300 K. A measured difference of slopes in a real amorphous film therefore does not fix \(s\) by itself.

Within the linear model, \(\Delta\) can also be removed without any knowledge of \(E_0\) or \(\gamma\). The conductivity formula gives \(\Delta/kT=\ln(A\,kT/\sigma)\), and therefore

\[
S=\frac{k}{e}\left[\ln\frac{A\,kT}{\sigma}+2\right].
\]

As long as holes alone conduct, a tenfold rise of the conductivity at fixed \(T\) and \(A\), for instance by a shift of the Fermi level, lowers \(S\) by \((k/e)\ln10\), about 198 µV/K.

Consider a layer of amorphous Ge2Sb2Te5, 50 nm thick, in a phase-change memory cell, with one face at 300 K and the other at 400 K. The parameters are rough typical values: \(E_0=0.33\) eV, \(\gamma=0.10\) meV/K and \(A=4000\) S/cm per eV. At 300 K, \(kT=25.85\) meV and \(\Delta=0.33-0.03=0.300\) eV, so \(\Delta/kT=11.605\) and \(z=9.12\times10^{-6}\). The conductivity is

\[
\sigma=4000\times0.02585\times9.12\times10^{-6}\ \text{S/cm}=9.4\times10^{-4}\ \text{S/cm},
\]

and the Seebeck coefficient is 1172 µV/K. At 350 K, \(\Delta=0.295\) eV and \(S=1015\) µV/K. At 400 K, \(\Delta=0.290\) eV, \(\sigma=3.1\times10^{-2}\) S/cm and \(S=897\) µV/K. Between the two faces the conductivity rises by a factor of about 32, while \(S\) falls by about a quarter.

The Arrhenius slope at 300 K, found by numerical differentiation of the integrated conductivity, is 0.3559 eV. This agrees with \(E_0+kT=0.330+0.0259\) eV. The slope of \(eS\) against \(1/T\) is 0.3300 eV. If 0.3559 eV were put in place of \(\Delta\) in the formula with the constant 2, the result would be 1358.5 µV/K. The excess is

\[
\frac{E_\sigma-\Delta}{eT}=\frac{k+\gamma}{e}=(86.2+100.0)\ \mu\text{V/K}=186.2\ \mu\text{V/K},
\]

or 16 % of the correct value, and it is larger than the whole contribution of the term 2.

The voltage across the layer follows by integrating \(\mathcal E=S\,dT/dy\) along it. If the material is uniform and locally neutral, so that \(\Delta\) takes its bulk value \(\Delta(T)\) at every point, \(S\) depends on position through \(T\) alone and the temperature profile drops out:

\[
V_c-V_h=\int_{T_c}^{T_h}S\,dT=\frac{E_0}{e}\ln\frac{T_h}{T_c}+\frac{2k-\gamma}{e}\,(T_h-T_c).
\]

With \(\ln(4/3)=0.2877\) the first term is 94.94 mV. The second is \((172.3-100.0)\ \mu\text{V/K}\times100\ \text{K}=7.23\) mV. The sum is 102.17 mV, with the cold face positive, and numerical integration with the full Fermi function gives 102.17 mV. Spread over 50 nm, this is a mean effective field of 0.020 MV/cm. In a layer this thin, local neutrality needs a screening length well below the thickness. With a relative permittivity of 16 and \(10^{19}\) gap states per cm\(^3\) and eV the screening length is about 9 nm. A band bending of 50 meV at both contacts then changes the mean \(\Delta\) by about \(50\times2\times9/50\approx18\) meV and the voltage by about \(18\times0.288\approx5\) mV. At \(10^{18}\) states per cm\(^3\) and eV the change is about 12 mV. The value 102.17 mV is that of the model without such bending.

The first assumption to examine is that the holes are nondegenerate. The correction can be found in closed form. With \(t=ze^{-x}\), the full window is proportional to \(t/(1+t)^2\), which equals \(-dh/dx\) for \(h=t/(1+t)\), and \(h\) itself equals \(-d\ln(1+t)/dx\). Integrating by parts, with boundary terms that vanish,

\[
\int_0^\infty x\,\frac{t}{(1+t)^2}dx=\int_0^\infty h\,dx=\ln(1+z),
\]

\[
\int_0^\infty x^2\frac{t}{(1+t)^2}dx=2\int_0^\infty x\,h\,dx=2\int_0^\infty\ln(1+ze^{-x})\,dx .
\]

For \(z<1\) the logarithm may be expanded in powers of \(ze^{-x}\). The term \((-1)^{m+1}z^me^{-mx}/m\) integrates to \((-1)^{m+1}z^m/m^2\). The mean depth is therefore

\[
\langle x\rangle=\frac{2\left(z-z^2/4+\dots\right)}{z-z^2/2+\dots}
=2\left(1-\frac z4\right)\left(1+\frac z2\right)+\dots=2+\frac z2+O(z^2).
\]

This correction was tested against direct integration at \(\Delta/kT=3\), 5 and 7. In the example it raises \(S\) by 0.0004 µV/K at 300 K and by 0.01 µV/K at 400 K, so degeneracy is negligible here. Even at \(\Delta=3kT\) the correction is only about 0.5 % of \(S\). The nondegenerate formula becomes unreliable when the Fermi level reaches the edge or enters the band.

A much larger effect comes from electrons above the gap. Let the conduction mobility edge lie at \(E_c=E_v+E_g\), and let the spectral conductivity above it be \(A(E-E_c)\) with the same slope \(A\). The equal slope is an assumption made for the estimate. Electrons must climb \(\Delta_n=E_g-\Delta\) from the Fermi level, and the calculation made for holes applies with the sign of \(E-E_F\) reversed:

\[
\sigma_n=A\,kT\,e^{-\Delta_n/kT},\qquad S_n=-\frac ke\left(\frac{\Delta_n}{kT}+2\right).
\]

The average \(\langle E_F-E\rangle\) now runs over both bands. Splitting its integral at the gap and writing \(\sigma_p\), \(S_p\) for the hole values gives

\[
S=\frac{\sigma_pS_p+\sigma_nS_n}{\sigma_p+\sigma_n}.
\]

With \(w_n=\sigma_n/(\sigma_p+\sigma_n)\) for the electron share of the conductivity, the change relative to holes alone is

\[
S-S_p=w_n(S_n-S_p)=-\frac ke\,w_n\left(\frac{E_g}{kT}+4\right),
\]

because \(\Delta+\Delta_n=E_g\). The bracket is large, so a small share of electrons has a strong effect. Take a gap that falls linearly from 0.70 eV at 300 K to 0.68 eV at 400 K. Then \(\Delta_n-\Delta=0.10\) eV at both temperatures. At 300 K the electron share is 2.05 %, and

\[
S-S_p=-86.17\times0.0205\times(27.1+4)\ \mu\text{V/K}\approx-55\ \mu\text{V/K},
\]

which is 4.7 % of the hole value. At 400 K the share is 5.2 % and the shift is −107 µV/K, or 12 %. The thermovoltage of the layer falls from 102.2 to 94.1 mV, provided that generation and recombination are fast enough to keep a common Fermi level for both bands throughout the layer. The slopes are affected too. At 300 K the slope of \(eS\) against \(1/T\) rises from 0.330 to 0.377 eV, above the Arrhenius slope of 0.358 eV, so the difference between the slopes no longer gives the power \(s\). If the Fermi level stood midway between the edges, equal slopes would make the two contributions cancel and \(S\) would vanish, however large the gap.

Localized states above the valence edge conduct by hopping and pull the mean energy towards the Fermi level. As an illustration, add in the gap a spectral conductivity \(\sigma_t e^{-(E-E_v)/w}\) with \(w=15\) meV and \(\sigma_t\) equal to 0.05 of \(A\,k\times300\) K. This lowers \(S\) by 19 µV/K at 300 K and by 7 µV/K at 400 K. With the fixed \(\sigma_t\) assumed here, heating reduces the share of the tail for two reasons. The larger one is that the states below the edge gain: measured against the window at the edge, their contribution is \(A(kT)^2\), which grows by a factor of 16/9 from 300 to 400 K. The other is that the window favours tail states by the factor \(e^{(E-E_v)/kT}\), which grows more slowly with energy when the temperature is higher. This lowers the contribution of the tail, measured in the same way, by about a quarter. On cooling towards \(kT=w\) the exponential factor offsets the decay of the tail, and a description by states beyond the edge alone is no longer safe. Vibrational energy carried along in the hops, and drag by lattice vibrations, are not computed here.

The linear law must also bend at some depth. Take \(\sigma(E)=A\varepsilon/(1+\varepsilon/\varepsilon_s)\) with \(\varepsilon=E_v-E\) and an illustrative \(\varepsilon_s=0.5\) eV. To first order in \(\delta=kT/\varepsilon_s\) the weight is \(x(1-\delta x)e^{-x}\), and with \(\int_0^\infty x^3e^{-x}dx=6\),

\[
\langle x\rangle\approx\frac{2-6\delta}{1-2\delta}\approx2-2\delta .
\]

At 300 K, \(\delta=0.052\), which gives a shift of about −9 µV/K. Integration without the expansion gives −7.5 µV/K, the difference being due to higher orders in \(\delta\).

Local equilibrium requires that little changes over the distance in which carriers exchange energy with the lattice. For an assumed length of 1 nm, the temperature changes by 2 K on average, and the thermoelectric field supplies 0.08 of \(kT\) at 300 K. Linear response is then reasonable for the thermovoltage itself. A programming pulse applies far larger fields, and the formula should not be carried over to that state without a new calculation.

Set beside the real material, these inputs are ordinary. Amorphous Ge2Sb2Te5 is a p-type semiconductor with a room-temperature conductivity of very roughly \(10^{-3}\) S/cm, a gap of about 0.7 eV and a conductivity activation energy between about 0.3 and 0.4 eV. A positive Seebeck coefficient of the order of 1 mV/K is the right size for it. For equal slopes and a gap of 0.70 eV at 300 K, the neglect of electrons moves the number most among the effects computed here, by about 5 % at 300 K and 12 % at 400 K. This shift depends exponentially on \(E_g-2\Delta\). At 300 K it is −161 µV/K for a gap of 0.67 eV and −9 µV/K for 0.75 eV, and above about 0.73 eV the illustrative tail is the larger correction, so the ranking is only as certain as the gap. The crystalline phase has a far higher hole density, and its Fermi level lies near or inside the valence band, so the nondegenerate formula does not apply to it. The remaining figures are in the numerical output.

## Computed values

```
INPUTS (rough typical, amorphous Ge2Sb2Te5)
E0 = 0.33 eV, gamma = 0.10 meV/K
slope A = 4000 S/cm per eV
gap at 300 K = 0.70 eV, at 400 K = 0.68 eV
layer = 50 nm, from 300 K to 400 K
k/e = 86.173 uV/K
HOLES ONLY, full Fermi-Dirac quadrature
T = 300 K: kT = 25.85 meV, Delta = 0.300 eV
  Delta/kT = 11.605, sigma = 9.436e-04 S/cm
  S quadrature = 1172.35 uV/K, formula = 1172.35 uV/K
T = 350 K: kT = 30.16 meV, Delta = 0.295 eV
  Delta/kT = 9.781, sigma = 6.818e-03 S/cm
  S quadrature = 1015.21 uV/K, formula = 1015.20 uV/K
T = 400 K: kT = 34.47 meV, Delta = 0.290 eV
  Delta/kT = 8.413, sigma = 3.059e-02 S/cm
  S quadrature = 897.36 uV/K, formula = 897.35 uV/K
CHECKS AT 300 K
S from open-circuit voltage = 1172.35 uV/K (dT = 0.3 K)
Peltier coefficient = 351.70 mV
constant term for power s = 0.0: 1.0000
constant term for power s = 1.0: 2.0000
constant term for power s = 1.5: 2.5000
mean depth below edge = 51.70 meV
Arrhenius slope of sigma = 0.3559 eV
slope of e*S against 1/T = 0.3300 eV
S if that sigma slope replaces Delta = 1358.5 uV/K
  excess = 186.2 uV/K
THERMOVOLTAGE
holes only: quadrature 102.17 mV, formula 102.17 mV
mean field = 0.0204 MV/cm
NEGLECTED EFFECTS
T = 300 K: degeneracy z = 9.12e-06, shift +0.0004 uV/K
  electron share of sigma = 2.05 %
  S with electrons = 1117.5 uV/K, shift -54.8 uV/K
  hopping tail shift = -18.8 uV/K
  saturation shift = -7.5 uV/K
T = 400 K: degeneracy z = 2.22e-04, shift +0.0096 uV/K
  electron share of sigma = 5.21 %
  S with electrons = 790.8 uV/K, shift -106.5 uV/K
  hopping tail shift = -6.7 uV/K
  saturation shift = -9.5 uV/K
tail: width 15 meV, height 0.05 of A*k*300 K
saturation energy = 0.5 eV
thermovoltage with electrons = 94.07 mV
relaxation length = 1 nm (assumed)
  field energy over it / kT(300 K) = 0.079
  temperature change over it = 2.0 K
```
